# Burgess's recursion for hydrogenic photoionisation and the shell Gaunt factor: verification in Python

```python
# Burgess's downward recursion in l for hydrogenic bound-free dipole integrals.
# Atomic units, Z=1 unless stated. v_l: bound radial function (n,l); w_l: continuum
# function of energy k^2/2, normalised per hartree; both positive near r=0.
# X_l = int v_{l-1} r w_l dr,  Y_l = int v_l r w_{l-1} dr,  W = 1+n^2k^2, omega = W/(2n^2)
# Under test: the recursion reproduces all X_l, Y_l, and the shell Gaunt factor is
# g_n = sigma_n/sigma_Kramers = (sqrt3 pi/2) n^3 omega^4 sum_l l (X_l^2+Y_l^2),
# with sigma_Kramers = 8 pi alpha Z^4/(3 sqrt3 n^5 omega^3).
import numpy as np, mpmath as mp, sympy as sp
from math import log, sqrt, pi, atan, exp, expm1, lgamma, inf
from scipy.special import eval_genlaguerre, kv, lpmv
from scipy.integrate import quad
from scipy.constants import physical_constants as pc, alpha

HARTREE = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0]*1e10

def log_E(n, k):
    return -2.0*n if k == 0 else -2*atan(n*k)/k - 0.5*log(-expm1(-2*pi/k))

def burgess(n, k):
    """X[l], Y[l] and the ratios of successive G (three-term recursion, ratio form)."""
    k2 = k*k; W = 1 + n*n*k2
    lx = np.full(n+1, -inf); ly = np.full(n+1, -inf); rx = {}; ry = {}
    lx[n] = ((2*n+2.5)*log(2) + (n+2.5)*log(n) - 0.5*lgamma(2*n+1) - (n+2)*log(W)
             + 0.5*np.sum(np.log1p(np.arange(1, n+1)**2*k2)) + log_E(n, k))
    r = inf
    for l in range(n, 1, -1):
        r = 4*(n*n-l*l) + l*(2*l-1)*W - 4*n*n*(n*n-l*l)*(1+(l+1)**2*k2)/r
        rx[l] = r
        lx[l-1] = lx[l] + log(r/(2*n*sqrt((n*n-(l-1)**2)*(1+l*l*k2))))
    if n > 1:
        ly[n-1] = lx[n] + log(sqrt(W)/(2*n*sqrt(1+(n-1)**2*k2)))
    r = inf
    for l in range(n-1, 1, -1):
        r = 4*(n*n-l*l) + l*(2*l+1)*W - 4*n*n*(n*n-(l+1)**2)*(1+l*l*k2)/r
        ry[l] = r
        ly[l-1] = ly[l] + log(r/(2*n*sqrt((n*n-l*l)*(1+(l-1)**2*k2))))
    return np.exp(lx), np.exp(ly), rx, ry, lx, ly

def radial(n, l, k, lp):
    X, Y = burgess(n, k)[:2]
    return X[lp] if lp == l+1 else Y[l]

def gaunt(n, k):
    X, Y = burgess(n, k)[:2]
    om = (1+n*n*k*k)/(2*n*n)
    return sqrt(3)*pi/2*n**3*om**4*np.sum(np.arange(n+1)*(X*X+Y*Y))

def channels(n):
    return [(l, lp) for l in range(n) for lp in (l-1, l+1) if lp >= 0]

def bound(n, l, r, Z=1):
    rho = 2*Z*r/n
    nrm = sqrt(Z)/n*exp(0.5*(lgamma(n-l)-lgamma(n+l+1)))
    return nrm*rho**(l+1)*np.exp(-rho/2)*eval_genlaguerre(n-l-1, 2*l+1, rho)

# ladder factorisation, symbolic, and its action on Coulomb functions
rs, ls = sp.symbols('r l', positive=True); f = sp.Function('f')(rs)
dn = lambda u: sp.diff(u, rs) + (ls/rs-1/ls)*u
up = lambda u: -sp.diff(u, rs) + (ls/rs-1/ls)*u
twoH = lambda u, L: -sp.diff(u, rs, 2) + (L*(L+1)/rs**2 - 2/rs)*u
assert sp.expand(dn(up(f)) - twoH(f, ls-1) - f/ls**2) == 0
assert sp.expand(up(dn(f)) - twoH(f, ls) - f/ls**2) == 0
mp.mp.dps = 25
kk, r0 = mp.mpf('0.7'), mp.mpf('3.3')
for l in (1, 3):
    F = lambda x, L=l: mp.coulombf(L, -1/kk, kk*x)
    lhs = mp.diff(F, r0) + (l/r0 - mp.mpf(1)/l)*F(r0)
    assert abs(lhs - mp.sqrt(kk**2+mp.mpf(1)/l**2)*F(r0, l-1)) < 1e-15

# angular factor: sum_m <l'm|cos|lm>^2 = max(l,l')/3
xg, wg = np.polynomial.legendre.leggauss(20)
def Pn(m, l):
    p = lpmv(m, l, xg); return p/sqrt(np.sum(wg*p*p))
for l in range(5):
    s = sum(np.sum(wg*Pn(abs(m), l)*xg*Pn(abs(m), l+1))**2 for m in range(-l, l+1))
    assert abs(s-(l+1)/3) < 1e-12

# example parameters; direct quadrature with the physical Z=5 functions
Z, n0, hv = 5, 3, 60.0
thr = HARTREE*Z*Z/(2*n0*n0); Ee = hv - thr
p = sqrt(2*Ee/HARTREE); k0 = p/Z; om0 = hv/HARTREE
rg = np.concatenate([a+5*(xg+1) for a in range(0, 130, 10)]); wr = np.tile(5*wg, 13)
mp.mp.dps = 16
rz, wz = rg/Z, wr/Z
cont = [sqrt(2/(pi*p))*np.array([float(mp.re(mp.coulombf(L, -Z/p, p*x))) for x in rz])
        for L in range(4)]
err_quad = 0; Rq = {}
for n in (1, 2, 3):
    for l, lp in channels(n):
        Rq[n, l, lp] = np.sum(wz*bound(n, l, rz, Z)*rz*cont[lp])
        err_quad = max(err_quad, abs(Rq[n, l, lp]*Z*Z/radial(n, l, k0, lp)-1))
    for l in range(n):
        assert abs(np.sum(wz*bound(n, l, rz, Z)*cont[l])) < 1e-9
assert err_quad < 1e-8

# closed finite double sum (Laguerre terms x terminating 2F1)
mp.mp.dps = 60
def closed(n, l, k, lp):
    k = mp.mpf(k); lam = mp.mpf(1)/n; a = mp.mpc(lp+1, 1/k); c = 2*lp+2
    pp = mp.mpc(lam, k); y = mp.mpc(0, 2*k)/mp.mpc(-lam, k); tot = 0
    for j in range(n-l):
        s = l+lp+3+j; M = l-lp+2+j; t = mp.mpf(1); h = t
        for m in range(M):
            t = t*(a+m)*(m-M)/((c+m)*(m+1))*y; h = h+t
        tot += ((-1)**j*mp.binomial(n+l, n-l-1-j)/mp.factorial(j)*(2*lam)**(l+1+j)
                *mp.factorial(s)*pp**(-s-1)*h)
    tot *= mp.exp(mp.mpc(0, 2)*a*mp.atan(n*k))*mp.sqrt(mp.factorial(n-l-1)/mp.factorial(n+l))/n
    return tot*mp.sqrt(2/(mp.pi*k))*mp.coulombc(lp, -1/k)*k**(lp+1)
err_closed = 0
for n in (1, 2, 3, 8, 15):
    for k in (0.02, 0.3, 1.0, 5.0):
        for l, lp in channels(n):
            c = closed(n, l, k, lp)
            assert c.real > 0 and abs(c.imag) < 1e-20*c.real
            err_closed = max(err_closed, abs(radial(n, l, k, lp)/float(c.real)-1))
assert err_closed < 1e-11
for k in (0.1, 0.8, 3.0):
    W = 1+4*k*k; E = exp(log_E(2, k))
    for (l, lp), v in {(0, 1): 256*sqrt(2*(1+k*k))/W**3, (1, 0): 256/sqrt(6)/W**3,
                       (1, 2): 1024/sqrt(6)*sqrt(1+k*k)/W**3.5}.items():
        assert abs(v*E/float(closed(2, l, k, lp).real)-1) < 1e-12
g1c, g2c = 8*sqrt(3)*pi*exp(-4), 480*sqrt(3)*pi*exp(-8)
assert abs(gaunt(1, 0)-g1c) < 1e-12 and abs(gaunt(2, 0)-g2c) < 1e-12

# closure and Thomas-Reiche-Kuhn sums; bound tail beyond N from threshold continuity,
# whose truncation error is O(N^-4), about 1e-6 relative
N = 80; tail = 1/(2*(N+0.5)**2); err_clo = err_trk = 0; edges = (0, .1, .3, 1, 5, inf)
for n in (1, 2, 3):
    trk = np.zeros(n)
    for l, lp in channels(n):
        u = bound(n, l, rg); ns = np.arange(lp+1, N+1)
        bb = np.array([np.sum(wr*u*rg*bound(int(m), lp, rg))**2 for m in ns])
        I = lambda g: sum(quad(lambda k: k*g(k)*radial(n, l, k, lp)**2, a, b,
                               epsabs=1e-10, epsrel=1e-9)[0] for a, b in zip(edges, edges[1:]))
        t0 = radial(n, l, 0, lp)**2*tail
        err_clo = max(err_clo, abs((bb.sum()+t0+I(lambda k: 1))/np.sum(wr*u*u*rg*rg)-1))
        fc = 2/3*max(l, lp)/(2*l+1)
        fcont = fc*I(lambda k: k*k/2+0.5/n**2)
        trk[l] += fc*(np.sum((0.5/n**2-0.5/ns**2)*bb)+t0*0.5/n**2) + fcont
        if n == 1: f1s = fcont
    err_trk = max(err_trk, np.abs(trk-1).max())
assert err_clo < 1e-5 and err_trk < 2e-5

# stability: double three-term against 50-digit coupled two-term recursion
mp.mp.dps = 50
def coupled(n, k):
    k = mp.mpf(k); one = mp.mpf(1)
    b = lambda l: mp.sqrt(one/l**2-one/n**2); c = lambda l: mp.sqrt(one/l**2+k*k)
    E = mp.exp(-2*n) if k == 0 else mp.exp(-2*mp.atan(n*k)/k)/mp.sqrt(1-mp.exp(-2*mp.pi/k))
    X = {n: mp.mpf(2)**(2*n+2.5)*mp.mpf(n)**(n+2.5)/mp.sqrt(mp.factorial(2*n))*E
         *(1+n*n*k*k)**(-n-2)*mp.sqrt(mp.fprod(1+s*s*k*k for s in range(1, n+1)))}
    Y = {n: mp.mpf(0)}
    for l in range(n-1, 0, -1):
        X[l] = ((2*l+1)*c(l+1)*X[l+1]+b(l+1)*Y[l+1])/(2*l*b(l))
        Y[l] = ((2*l+1)*b(l+1)*Y[l+1]+c(l+1)*X[l+1])/(2*l*c(l))
    return X, Y
err_stab = 0
for k in (0, 0.005, 0.5):
    Xm, Ym = coupled(200, k); lx, ly = burgess(200, k)[4:]
    err_stab = max([err_stab]+[abs(float(mp.log(Xm[l]))-lx[l]) for l in range(1, 201)]
                   + [abs(float(mp.log(Ym[l]))-ly[l]) for l in range(1, 200)])
assert err_stab < 1e-9
n = 100; Xm = coupled(n, 0)[0]; xu = {1: float(Xm[1]), 2: float(Xm[2])}
bf = lambda l: sqrt(1/l**2-1/n**2)
for l in range(2, n):
    xu[l+1] = (((2*l-1)/l**2+(2*l+1)*bf(l)**2)*xu[l] - 2*(l-1)*bf(l-1)/l*xu[l-1])/(2*bf(l))
err_up = abs(xu[n]/float(Xm[n])-1)
assert err_up > 1e3

# semiclassical limit: orbit integrals (contour shifted by i/2), Bessel sum, X and Y
xi = 0.6
ph = lambda x: np.exp(1.5j*xi*((x+.5j)+(x+.5j)**3/3))
assert abs(quad(lambda x: ph(x).real, -12, 12, limit=400)[0]-2/sqrt(3)*kv(1/3, xi)) < 1e-7
assert abs(quad(lambda x: ((x+.5j)*ph(x)).imag, -12, 12, limit=400)[0]-2/sqrt(3)*kv(2/3, xi)) < 1e-7
bes = sum(quad(lambda t: t*(kv(1/3, t)**2+kv(2/3, t)**2), a, b)[0] for a, b in ((0, 1), (1, 40)))
assert abs(bes-pi/sqrt(3)) < 1e-6
n, l = 2000, 150; om = 1/n**2; xi = om*l**3/3; X, Y = burgess(n, 1/n)[:2]
pre = n**-1.5*l*l/(sqrt(3)*pi*om)
qx, qy = X[l]/(pre*(kv(2/3, xi)+kv(1/3, xi))), Y[l]/(pre*(kv(2/3, xi)-kv(1/3, xi)))
assert abs(qx-1) < 2e-2 and abs(qy-1) < 2e-2
d0 = [1-gaunt(m, 0) for m in (200, 1600)]; d1 = [1-gaunt(m, 1/m) for m in (200, 1600)]
s0, s1 = log(d0[1]/d0[0])/log(8), log(abs(d1[1]/d1[0]))/log(8)
assert abs(s0+2/3) < 0.02 and abs(s1+4/3) < 0.1
born = [gaunt(m, 2000.0)*2000/(4*sqrt(3)) for m in (1, 3)]
assert all(abs(b-1) < 5e-3 for b in born)

# worked example
X, Y, rx, ry = burgess(n0, k0)[:4]
A = 4*pi*pi*alpha*om0/3*BOHR**2
sig = [A/Z**4*((l+1)*X[l+1]**2+l*Y[l]**2)/(2*l+1) for l in range(n0)]
sign = sum((2*l+1)*s for l, s in enumerate(sig))/n0**2
sigq = A*sum(max(l, lp)*Rq[n0, l, lp]**2 for l, lp in channels(n0))/n0**2
sigK = 8*pi*alpha*Z**4/(3*sqrt(3)*n0**5*om0**3)*BOHR**2
assert abs(sigq/sigK/gaunt(n0, k0)-1) < 1e-8 and abs(sign/sigq-1) < 1e-8

print(f"hartree = {HARTREE:.6f} eV, bohr = {BOHR:.6f} A, 1/alpha = {1/alpha:.5f}")
print(f"max rel err vs quadrature (Z=5, n<=3): {err_quad:.1e}")
print(f"max rel err vs closed double sum (n<=15): {err_closed:.1e}")
print(f"closure err {err_clo:.1e}, TRK err {err_trk:.1e}, 1s continuum f = {f1s:.5f}")
print(f"downward rel err n=200: {err_stab:.1e}; upward rel err of X_n, n=100: {err_up:.1e}")
print(f"X_100/X_1 at n=100, k=0: {float(Xm[100]/Xm[1]):.2e}")
print(f"Bessel integral = {bes:.7f}, pi/sqrt3 = {pi/sqrt(3):.7f}")
print(f"n=2000, nk=1, l=150: xi = {xi:.5f}, X/semicl = {qx:.5f}, Y/semicl = {qy:.5f}")
print(f"threshold 1-g: n=200 {d0[0]:.4e}, n=1600 {d0[1]:.4e}, slope {s0:.4f}")
print(f"threshold (1-g) n^(2/3): n=200 {d0[0]*200**(2/3):.4f}, n=1600 {d0[1]*1600**(2/3):.4f}")
print(f"nk=1 1-g: n=200 {d1[0]:.4e}, n=1600 {d1[1]:.4e}, slope {s1:.4f}")
print(f"g k/(4 sqrt3) at k=2000: n=1 {born[0]:.5f}, n=3 {born[1]:.5f}")
print(f"threshold closed forms: g_1 = {g1c:.6f}, g_2 = {g2c:.6f}")
print(f"B4+: Z = {Z}, n = {n0}, photon = {hv:.2f} eV, (Z alpha)^2 = {(Z*alpha)**2:.2e}")
print(f"threshold = {thr:.4f} eV, electron energy = {Ee:.4f} eV")
print(f"omega = {om0:.6f} a.u., k = p/Z = {k0:.6f}, W = {1+n0*n0*k0*k0:.6f}, E = {exp(log_E(n0, k0)):.6e}")
print(f"G(1,2)/G(2,3) = {rx[3]:.5f}, G(0,1)/G(1,2) = {rx[2]:.5f}")
print(f"G(2,1)/G(2,3) = {(1+n0*n0*k0*k0)/(2*n0):.6f}, G(1,0)/G(2,1) = {ry[2]:.5f}")
print(f"Z=1 a.u.: X_3 = {X[3]:.5f}, X_2 = {X[2]:.5f}, X_1 = {X[1]:.5f}")
print(f"Z=1 a.u.: Y_2 = {Y[2]:.5f}, Y_1 = {Y[1]:.5f}")
print(f"sum l(X^2+Y^2) = {np.sum(np.arange(4)*(X*X+Y*Y)):.4f} a.u.")
print(f"prefactor 4 pi^2 alpha omega a0^2/(3 Z^4) = {A/Z**4:.6e} A^2 per a.u.")
print(f"sigma_3s = {sig[0]:.5e}, sigma_3p = {sig[1]:.5e}, sigma_3d = {sig[2]:.5e} A^2")
print(f"sigma_3 = {sign:.5e} A^2 = {100*sign:.5f} Mb")
print(f"sigma_Kramers = {sigK:.5e} A^2 = {100*sigK:.5f} Mb, g_3 = {sign/sigK:.5f}")
ratios = (1, 1.5, 2, 4, 10, 100)
print("Gaunt factor g_n; columns omega/omega_n = " + " ".join(str(q) for q in ratios))
for n in (1, 2, 3, 5, 10, 20, 50, 100):
    print(f"n={n:3d} " + " ".join(f"{gaunt(n, sqrt(q-1)/n):.4f}" for q in ratios))
print("ALL CHECKS PASSED")
```

It prints:

```
hartree = 27.211386 eV, bohr = 0.529177 A, 1/alpha = 137.03600
max rel err vs quadrature (Z=5, n<=3): 1.5e-12
max rel err vs closed double sum (n<=15): 1.8e-14
closure err 3.7e-07, TRK err 8.3e-07, 1s continuum f = 0.43500
downward rel err n=200: 8.5e-13; upward rel err of X_n, n=100: 7.2e+09
X_100/X_1 at n=100, k=0: 7.17e-13
Bessel integral = 1.8137994, pi/sqrt3 = 1.8137994
n=2000, nk=1, l=150: xi = 0.28125, X/semicl = 1.00000, Y/semicl = 0.99999
threshold 1-g: n=200 5.0954e-03, n=1600 1.2660e-03, slope -0.6696
threshold (1-g) n^(2/3): n=200 0.1743, n=1600 0.1732
nk=1 1-g: n=200 5.6085e-05, n=1600 3.5058e-06, slope -1.3333
g k/(4 sqrt3) at k=2000: n=1 0.99843, n=3 0.99843
threshold closed forms: g_1 = 0.797301, g_2 = 0.876185
B4+: Z = 5, n = 3, photon = 60.00 eV, (Z alpha)^2 = 1.33e-03
threshold = 37.7936 eV, electron energy = 22.2064 eV
omega = 2.204959 a.u., k = p/Z = 0.255511, W = 1.587571, E = 5.981139e-03
G(1,2)/G(2,3) = 23.81356, G(0,1)/G(1,2) = 17.52542
G(2,1)/G(2,3) = 0.264595, G(1,0)/G(2,1) = 35.87571
Z=1 a.u.: X_3 = 4.91876, X_2 = 6.92911, X_1 = 6.37188
Z=1 a.u.: Y_2 = 0.91979, Y_1 = 2.38298
sum l(X^2+Y^2) = 216.5792 a.u.
prefactor 4 pi^2 alpha omega a0^2/(3 Z^4) = 9.486951e-05 A^2 per a.u.
sigma_3s = 3.85178e-03, sigma_3p = 3.21619e-03, sigma_3d = 1.40928e-03 A^2
sigma_3 = 2.28297e-03 A^2 = 0.22830 Mb
sigma_Kramers = 2.37136e-03 A^2 = 0.23714 Mb, g_3 = 0.96273
Gaunt factor g_n; columns omega/omega_n = 1 1.5 2 4 10 100
n=  1 0.7973 0.8927 0.9423 0.9957 0.9389 0.5148
n=  2 0.8762 0.9394 0.9755 1.0367 1.0623 0.7895
n=  3 0.9075 0.9567 0.9854 1.0380 1.0777 0.9368
n=  5 0.9358 0.9714 0.9925 1.0331 1.0715 1.0588
n= 10 0.9606 0.9833 0.9970 1.0242 1.0529 1.1014
n= 20 0.9757 0.9901 0.9988 1.0165 1.0361 1.0830
n= 50 0.9870 0.9948 0.9996 1.0095 1.0207 1.0515
n=100 0.9919 0.9968 0.9999 1.0061 1.0133 1.0340
ALL CHECKS PASSED
```
